# Ground energy of a triangular well: WKB phase condition and Airy zero: a program that tests the result

```python
"""Triangular well V = F z (z > 0) with a hard wall at z = 0.
Result under test: the WKB ground energy, from phase integral 3 pi/4,
lies about 0.8 percent below the exact energy from the first Airy zero.
a_n: zeros of Ai(-x); s = (2/3) x**1.5; F: force in eV/angstrom;
A = hbar^2/(2 m_e) in eV angstrom^2; mass: in electron masses.
Device parameters are rough typical values for an InGaAs/Al2O3 channel.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import airy, ai_zeros, gamma

pi = np.pi
A = const.hbar**2 / (2 * const.m_e) / const.e * 1e20


def airy_series(x):
    """Ai(-x) summed from the recurrence implied by y'' = -x y."""
    c = [3**(-2/3) / gamma(2/3), 3**(-1/3) / gamma(1/3), 0.0]
    for k in range(80):
        c.append(-c[k] / ((k + 3) * (k + 2)))
    return sum(ck * x**k for k, ck in enumerate(c))


# First zero, and the WKB values for all levels
a1 = brentq(airy_series, 2.0, 3.0, xtol=1e-13)
zeros = -ai_zeros(20)[0]
assert abs(a1 - zeros[0]) < 1e-9
levels = np.arange(1, 21)
s_wkb = (levels - 0.25) * pi
a_wkb = (1.5 * s_wkb)**(2/3)
error = 1 - a_wkb / zeros
assert np.all(error > 0) and np.all(np.diff(error) < 0)
assert 0.0075 < error[0] < 0.0085
s_exact = (2/3) * zeros**1.5
assert np.all(s_exact - s_wkb < 5 / (36 * s_exact))
assert abs(error[-1] * s_wkb[-1]**2 / (5/108) - 1) < 0.01
leading_error = 5 / (108 * s_wkb[0]**2)

# Asymptotic phase pi/4 of the Airy function
x_far = 50.0
s_far = (2/3) * x_far**1.5
wave_far = np.sqrt(pi) * x_far**0.25 * airy(-x_far)[0]
assert abs(wave_far - np.sin(s_far + pi/4)) < 1e-3

# Transformed Airy equation in the phase variable s
X = sp.symbols("X", positive=True)
U = X**sp.Rational(1, 4) * sp.airyai(-X)
U2 = sp.diff(sp.diff(U, X) / sp.sqrt(X), X) / sp.sqrt(X)
S = sp.Rational(2, 3) * X**sp.Rational(3, 2)
residual = U2 + (1 + sp.Rational(5, 36) / S**2) * U
for value in (0.7, 1.9, 4.3):
    assert abs(complex(residual.subs(X, value).evalf())) < 1e-10


def phase_remainder(s):
    """5 sin(theta)^2/(36 s^2), theta being the Pruefer angle."""
    x = (1.5 * s)**(2/3)
    ai, aip = airy(-x)[:2]
    u = x**0.25 * ai
    du = (0.25 * x**-0.75 * ai - x**0.25 * aip) / np.sqrt(x)
    return 5 / (36 * s**2) * u**2 / (u**2 + du**2)


s_end = 200.0
remainder = quad(phase_remainder, s_exact[0], s_end, limit=600)[0]
remainder += 5 / (72 * s_end)  # averaged tail
assert abs(remainder - (s_exact[0] - s_wkb[0])) < 5e-6

# Example inputs (rough typical values)
mass, field_MV_cm, gap = 0.043, 0.1, 0.74
offset, mass_oxide, oxide_thickness = 2.3, 0.2, 40.0
permittivity, electrons_cm2, acceptors_cm3 = 13.9, 3e11, 2e16
temperature, breakdown_MV_cm = 300.0, 0.2
F = field_MV_cm * 1e8 * 1e-10
length = (A / (mass * F))**(1/3)
scale = F * length
E_exact, E_wkb = a1 * scale, a_wkb[0] * scale

# WKB energy directly from the phase integral over position


def position_phase(E):
    def wave_number(z):
        return np.sqrt(max(mass * (E - F*z) / A, 0.0))
    return quad(wave_number, 0, E / F)[0]


E_phase = brentq(lambda E: position_phase(E) - 0.75*pi, 0.02, 0.3)
assert abs(E_phase / E_wkb - 1) < 1e-6

# Finite differences on a grid with the wall at z = 0
h = 0.25
z = np.arange(0, 2401) * h


def ground_state(m, potential):
    kinetic = A / (m * h**2)
    diagonal = 2 * kinetic + potential[1:-1]
    off = -kinetic * np.ones(len(diagonal) - 1)
    E, v = eigh_tridiagonal(diagonal, off, select="i",
                            select_range=(0, 0))
    density = np.concatenate(([0], v[:, 0]**2 / h, [0]))
    return E[0], density


E_grid, density = ground_state(mass, F * z)
assert abs(E_grid / E_exact - 1) < 5e-5
for m_test, F_test in ((mass, F), (0.2, 0.003)):
    E_test = ground_state(m_test, F_test * z)[0]
    wkb_test = (9*pi/8)**(2/3) * (A * F_test**2 / m_test)**(1/3)
    assert abs(1 - wkb_test / E_test - error[0]) < 1e-4
mean_z = np.sum(z * density) * h
mean_z2 = np.sum(z**2 * density) * h
assert abs(mean_z / (2 * E_exact / (3 * F)) - 1) < 1e-3
assert abs(mean_z2 / (8 * (E_exact / F)**2 / 15) - 1) < 1e-3

# Penetration into a flat oxide barrier with a different mass


def oxide_decay(E):
    return np.sqrt(mass_oxide * (offset - E) / A)


def matching(E):
    ai, aip = airy(-E / scale)[:2]
    shift_length = mass_oxide / (mass * oxide_decay(E))
    return ai - shift_length / length * aip


E_penetration = brentq(matching, 0.5 * E_exact, E_exact)
index = np.arange(-160, 2401)
inverse_mass = np.where(index[:-1] < 0, 1/mass_oxide, 1/mass)
barrier = np.where(index < 0, offset, F * h * index)
barrier[index == 0] = offset / 2
diagonal = A * (inverse_mass[:-1] + inverse_mass[1:]) / h**2
diagonal = diagonal + barrier[1:-1]
off = -A * inverse_mass[1:-1] / h**2
E_barrier = eigh_tridiagonal(diagonal, off, eigvals_only=True,
                             select="i", select_range=(0, 0))[0]
assert abs(E_barrier / E_penetration - 1) < 2e-3

# Screening at fixed surface field, all electrons in the ground level
charge_factor = const.e / const.epsilon_0 * 1e10 / permittivity
electron_field = charge_factor * electrons_cm2 * 1e-16


def screened_energy(g):
    rho = density.copy()
    for _ in range(50):
        below = cumulative_trapezoid(rho, z, initial=0)
        drop = cumulative_trapezoid(below, z, initial=0)
        E, new_rho = ground_state(mass, F * z - g * drop)
        change = np.max(np.abs(new_rho - rho))
        rho = 0.3 * rho + 0.7 * new_rho
    assert change < 1e-8
    return E


E_screened = screened_energy(electron_field)
below = cumulative_trapezoid(density, z, initial=0)
slope = -np.sum(below * (1 - below)) * h
small = electron_field / 20
small_shift = screened_energy(small) - E_grid
assert abs(small_shift / (small * slope) - 1) < 0.03

# Acceptor charge: first-order shift, checked by diagonalization
curvature = charge_factor * acceptors_cm3 * 1e-24
acceptor_shift = -0.5 * curvature * mean_z2
E_curved = ground_state(mass, F*z - 0.5*curvature*z**2)[0]
assert abs((E_curved - E_grid) / acceptor_shift - 1) < 0.05
depletion_field = F - electron_field
band_bending = depletion_field**2 / (2 * curvature)
band_bending += electron_field * mean_z

# Two-band nonparabolicity: kinetic energy e(1 + e/gap)


def nonparabolic_energy(band_gap):
    def phase(E):
        area = quad(lambda e: np.sqrt(e*(1 + e/band_gap)), 0, E)[0]
        return np.sqrt(mass / A) * area / F - 0.75 * pi
    return brentq(phase, 0.3 * E_wkb, 1.1 * E_wkb, xtol=1e-13)


nonparabolic_shift = nonparabolic_energy(gap) - E_wkb
wide_shift = nonparabolic_energy(10 * gap) - E_wkb
assert abs(wide_shift / (-E_wkb**2 / (50 * gap)) - 1) < 0.03

# Thermal occupation, leakage and interband tunnelling
kT = const.k * temperature / const.e
state_density = mass / (2 * pi * A)
ladder = zeros[:10] * scale


def occupation(mu):
    return state_density * kT * np.log1p(np.exp((mu - ladder) / kT))


mu = brentq(lambda m: occupation(m).sum() - electrons_cm2*1e-16,
            -0.5, 0.5)
ground_share = occupation(mu)[0] / occupation(mu).sum()
leak_factor = np.exp(-2 * oxide_decay(E_exact) * oxide_thickness)
leak_width = F / (2 * np.sqrt(mass * E_exact / A)) * leak_factor
gap_action = quad(lambda e: np.sqrt(e * (1 - e/gap)), 0, gap)[0]
interband_exponent = 2 * np.sqrt(mass / A) * gap_action / F
assert abs(gap_action / (pi * gap**1.5 / 8) - 1) < 1e-7

two_soft = (1.5 * 0.5 * pi)**(2/3) / a1 - 1
two_hard = (1.5 * pi)**(2/3) / a1 - 1


def show(label, value, unit="", form=".5g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("Ai(-2.338) from series", airy_series(2.338), form=".3e")
show("Ai(-2.339) from series", airy_series(2.339), form=".3e")
show("First Airy zero a_1", a1, form=".6f")
show("WKB value replacing a_1", a_wkb[0], form=".6f")
show("WKB underestimate, n=1", 100*error[0], "%", ".3f")
show("WKB underestimate, n=2", 100*error[1], "%", ".3f")
show("WKB underestimate, n=3", 100*error[2], "%", ".3f")
show("Leading error estimate, n=1", 100*leading_error, "%", ".3f")
show("WKB phase 3pi/4", s_wkb[0], "rad", ".6f")
show("Phase at exact zero", s_exact[0], "rad", ".6f")
show("Phase remainder by quadrature", remainder, "rad", ".6f")
show("Error with two soft turning points", 100*two_soft, "%", ".1f")
show("Error with two hard walls", 100*two_hard, "%", ".1f")
show("hbar^2/(2 m_e)", A, "eV angstrom^2", ".5f")
show("Input effective mass", mass, "m_e")
show("Input surface field", field_MV_cm, "MV/cm")
show("Force F", F, "eV/angstrom")
show("Length scale", length, "angstrom", ".3f")
show("Energy scale", scale, "eV", ".6f")
show("Exact ground energy", E_exact, "eV", ".6f")
show("WKB ground energy", E_wkb, "eV", ".6f")
show("WKB minus exact", E_wkb-E_exact, "eV", ".6f")
show("Finite-difference ground energy", E_grid, "eV", ".6f")
show("Turning point", E_exact/F, "angstrom", ".1f")
show("Mean distance from wall", mean_z, "angstrom", ".1f")
show("Mean distance converted", mean_z/10, "nm", ".2f")
show("Input band gap", gap, "eV")
show("Input oxide barrier", offset, "eV")
show("Input oxide mass", mass_oxide, "m_e")
show("Input oxide thickness", oxide_thickness, "angstrom")
show("Input relative permittivity", permittivity)
show("Input electron density", electrons_cm2, "cm^-2", ".1e")
show("Input acceptor density", acceptors_cm3, "cm^-3", ".1e")
show("Input temperature", temperature, "K")
show("Input rough bulk breakdown field", breakdown_MV_cm, "MV/cm")
for name, shift in (("Oxide penetration", E_penetration-E_exact),
                    ("Electron screening", E_screened-E_grid),
                    ("Acceptor charge", acceptor_shift),
                    ("Nonparabolicity", nonparabolic_shift)):
    show(name + " shift", shift, "eV", ".5f")
    show(name + " shift / exact energy", 100*shift/E_exact, "%", ".1f")
show("Estimated total band bending", band_bending, "eV", ".2f")
show("Thermal energy kT", kT, "eV", ".4f")
show("Second minus first level", ladder[1]-ladder[0], "eV", ".4f")
show("Fermi level minus first level", mu-ladder[0], "eV", ".4f")
show("Ground-subband electron share", 100*ground_share, "%", ".1f")
show("Oxide tunnelling factor", leak_factor, form=".1e")
show("Rough leakage level width", leak_width, "eV", ".1e")
show("Interband tunnelling exponent", interband_exponent, form=".1f")
show("Field / rough bulk breakdown", field_MV_cm/breakdown_MV_cm)
print("success")
```

Printed output:

```
Ai(-2.338) from series: 7.532e-05
Ai(-2.339) from series: -6.259e-04
First Airy zero a_1: 2.338107
WKB value replacing a_1: 2.320251
WKB underestimate, n=1: 0.764 %
WKB underestimate, n=2: 0.150 %
WKB underestimate, n=3: 0.062 %
Leading error estimate, n=1: 0.834 %
WKB phase 3pi/4: 2.356194 rad
Phase at exact zero: 2.383447 rad
Phase remainder by quadrature: 0.027253 rad
Error with two soft turning points: -24.3 %
Error with two hard walls: 20.2 %
hbar^2/(2 m_e): 3.80998 eV angstrom^2
Input effective mass: 0.043 m_e
Input surface field: 0.1 MV/cm
Force F: 0.001 eV/angstrom
Length scale: 44.581 angstrom
Energy scale: 0.044581 eV
Exact ground energy: 0.104236 eV
WKB ground energy: 0.103440 eV
WKB minus exact: -0.000796 eV
Finite-difference ground energy: 0.104235 eV
Turning point: 104.2 angstrom
Mean distance from wall: 69.5 angstrom
Mean distance converted: 6.95 nm
Input band gap: 0.74 eV
Input oxide barrier: 2.3 eV
Input oxide mass: 0.2 m_e
Input oxide thickness: 40 angstrom
Input relative permittivity: 13.9
Input electron density: 3.0e+11 cm^-2
Input acceptor density: 2.0e+16 cm^-3
Input temperature: 300 K
Input rough bulk breakdown field: 0.2 MV/cm
Oxide penetration shift: -0.01285 eV
Oxide penetration shift / exact energy: -12.3 %
Electron screening shift: -0.00668 eV
Electron screening shift / exact energy: -6.4 %
Acceptor charge shift: -0.00075 eV
Acceptor charge shift / exact energy: -0.7 %
Nonparabolicity shift: -0.00266 eV
Nonparabolicity shift / exact energy: -2.6 %
Estimated total band bending: 0.74 eV
Thermal energy kT: 0.0259 eV
Second minus first level: 0.0780 eV
Fermi level minus first level: -0.0049 eV
Ground-subband electron share: 93.3 %
Oxide tunnelling factor: 1.6e-12
Rough leakage level width: 2.3e-14 eV
Interband tunnelling exponent: 53.1
Field / rough bulk breakdown: 0.5
success
```
